# What silicon's 40 nm phonon mean free path does not tell

**Q:** I want to make a silicon film one micrometre thick and treat its thermal conductivity as that of the bulk. Kinetic theory says \(\kappa=\tfrac13 Cv\Lambda\). With rough room-temperature values \(\kappa\approx150\) W/(m K), \(C\approx1.6\times10^{6}\) J/(m³ K) and a sound speed of 6500 m/s,

\[
\Lambda=\frac{3\kappa}{Cv}\approx\frac{3\times150}{1.6\times10^{6}\times6500}\ \text{m}\approx 4\times10^{-8}\ \text{m}.
\]

The phonons travel 40 nm between collisions, and my film is 25 times thicker. What could go wrong?

**A:** The arithmetic is right. The doubtful step is reading the result as the distance travelled by the phonons that carry the heat. The formula with one \(C\), one \(v\) and one \(\Lambda\) describes a gas whose particles are all alike. Phonons differ in all three respects, so we should see what replaces it.

**Q:** Then derive it for a crystal with many kinds of phonon.

**A:** Let a mode have frequency \(\omega\), group velocity \(\mathbf v\), relaxation time \(\tau\) and equilibrium occupation \(n(\omega,T)\). I use the relaxation-time approximation: collisions return each mode to local equilibrium at the rate \(1/\tau\). In a steady state with a small temperature gradient along \(x\), drift balances collisions:

\[
v_x\frac{\partial n}{\partial T}\frac{dT}{dx}=-\frac{\delta n}{\tau}
\quad\Rightarrow\quad
\delta n=-\tau v_x\frac{\partial n}{\partial T}\frac{dT}{dx}.
\]

The equilibrium part carries no net current, because \(\mathbf v\) and \(-\mathbf v\) cancel. The heat current density is therefore

\[
J_x=\frac1V\sum\hbar\omega\,v_x\,\delta n
=-\Big[\frac1V\sum c\,v_x^2\tau\Big]\frac{dT}{dx},
\qquad c=\hbar\omega\frac{\partial n}{\partial T}.
\]

The bracket is \(\kappa\), since \(J_x=-\kappa\,dT/dx\). With \(n=1/(e^{y}-1)\) and \(y=\hbar\omega/k_BT\), differentiation gives the heat capacity of one mode,

\[
c=k_B\frac{y^2e^y}{(e^y-1)^2}=k_B\left[\frac{y/2}{\sinh(y/2)}\right]^2 .
\]

In an isotropic crystal \(v_x^2\) averages to \(v^2/3\) over directions. Defining the free path of a mode as \(\Lambda=v\tau\), we get

\[
\kappa=\frac1{3V}\sum c\,v\,\Lambda .
\]

**Q:** That is my formula with a sum in front. My 40 nm must then be the average free path.

**A:** It is an average, but a diluted one. Call your number the grey length, \(\Lambda_g=3\kappa/(Cv_s)\), with \(v_s\) the sound speed. Suppose that the optical modes store heat but carry none. Let \(C_{ac}\) be the acoustic heat capacity per volume, and define over the acoustic modes

\[
\bar v=\frac{\sum cv}{\sum c},\qquad
\langle\Lambda\rangle=\frac{\sum cv\Lambda}{\sum cv}.
\]

Then \(\frac1V\sum cv\Lambda=C_{ac}\,\bar v\,\langle\Lambda\rangle\), so \(3\kappa=C_{ac}\bar v\langle\Lambda\rangle\) and

\[
\Lambda_g=\frac{C_{ac}}{C}\;\frac{\bar v}{v_s}\;\langle\Lambda\rangle .
\]

The first factor is below one because \(C\) counts the optical modes. The second is below one because most acoustic modes have short wavelengths, where the dispersion curve flattens and the group speed falls below \(v_s\).

**Q:** How large are these factors? They could be 0.9 each.

**A:** That takes a model. I choose one with inputs of silicon's rough size; it is not a calculation of silicon. The crystal is isotropic and has \(n_c=2.5\times10^{28}\) primitive cells per m³, two atoms in each. The allowed wavevectors fill a sphere of radius \(Q=(6\pi^2n_c)^{1/3}=11.4\) nm⁻¹, which holds one wavevector per cell. Each of three equal acoustic branches has

\[
\omega=\omega_m\sin x,\qquad x=\frac{\pi q}{2Q},\qquad \omega_m=\frac{2Qv_s}{\pi},
\]

so that \(v=d\omega/dq=v_s\cos x\), which starts at \(v_s=6500\) m/s and vanishes at \(q=Q\). The top acoustic frequency \(\omega_m/2\pi\) is 7.5 THz. Three flat optical branches lie at 14 THz. For the acoustic scattering I assume

\[
\frac1\tau=B\omega^2 ,
\]

with \(B\) fixed by requiring \(\kappa=150\) W/(m K) at 300 K. This gives \(B=2.90\times10^{-17}\) s.

The total heat capacity comes out as 1.634 MJ/(m³ K), of which 0.941 is acoustic, and \(\bar v\) is 2395 m/s. Hence

\[
\Lambda_g=\frac{3\times150}{1.634\times10^{6}\times6500}\ \text{m}=42.4\ \text{nm}
=0.576\times0.3685\times199.6\ \text{nm}.
\]

The two dilution factors together hide almost a factor of five.

**Q:** So the correct free path is 200 nm, and my film is still five times thicker.

**A:** That is still not where the current is. In \(\langle\Lambda\rangle\) each mode has the weight \(cv\). Its contribution to the current has the weight \(cv\Lambda\), which favours long paths once more. The useful quantity is the share of the heat current carried by free paths longer than \(L\):

\[
S(L)=\frac{\sum_{\Lambda>L}cv\Lambda}{\sum cv\Lambda}.
\]

The accumulation function is \(1-S(L)\), the share carried by paths up to \(L\).

**Q:** Why not quote the mean free path with the weight \(cv\Lambda\) and be done?

**A:** In this model that mean is infinite. At low frequency each of the three branches has \(\omega^2/(2\pi^2v_s^3)\) modes per volume and frequency interval, while \(c\to k_B\) and \(v\to v_s\). The conductivity per frequency interval is then

\[
\kappa_\omega=\frac13\cdot\frac{3\omega^2}{2\pi^2v_s^3}\cdot k_B\,v_s^2\cdot\frac1{B\omega^2}
=\frac{k_B}{2\pi^2v_sB}.
\]

The growing number of modes and the falling relaxation time cancel, and equal frequency intervals carry equal heat. That makes \(\kappa\) finite. The mean path, however, needs \(\int\kappa_\omega\Lambda\,d\omega\) with \(\Lambda\propto\omega^{-2}\), which diverges at \(\omega\to0\). The median exists, and it is 476 nm: half of the heat travels with longer free paths than that.

**Q:** And beyond one micrometre?

**A:** The shares in the model are:

| \(L\) (µm) | \(S(L)\) |
|---|---|
| 0.1 | 85.6 % |
| 0.3 | 60.5 % |
| 1 | 35.8 % |
| 3 | 21.2 % |
| 10 | 11.7 % |
| 100 | 3.7 % |

Between 0.3 and 3 µm lies \(60.5-21.2=39.3\) % of the current, and a further 21.2 % lies beyond. Paths shorter than the grey length carry only \(100-96.8=3.2\) %.

The slow decrease follows from \(\kappa_\omega\). Paths longer than \(L\) belong to frequencies below \(\omega_L\), where \(v_s/(B\omega_L^2)=L\). For large \(L\) these frequencies are low and \(\kappa_\omega\) is nearly constant there, so

\[
S(L)\simeq\frac{\kappa_\omega\,\omega_L}{\kappa}
=\frac{k_B}{2\pi^2v_sB\kappa}\sqrt{\frac{v_s}{BL}}\ \propto\ L^{-1/2}.
\]

In this long-path range, a hundredfold longer \(L\) lowers the share only tenfold. At 100 µm the formula gives 3.71 %, in agreement with the full integral. At 1 µm it gives 37.1 % instead of 35.8 %, mainly because the dispersion curve has begun to bend; that \(c\) is already slightly below \(k_B\) matters much less.

**Q:** Which phonons are these? If a third of the heat moves that way, there must be many of them.

**A:** There are few. With \(\tau_m=1/(B\omega_m^2)=15.5\) ps, the free path is

\[
\Lambda=v\tau=\Lambda_0\frac{\cos x}{\sin^2x},\qquad \Lambda_0=v_s\tau_m=100.9\ \text{nm}.
\]

A path of 1 µm belongs to 2.325 THz. To check, \(\sin x=2.325/7.506=0.310\) and \(\cos x=0.951\), so \(\Lambda=100.9\times0.951/0.0959\approx1000\) nm. The modes below this frequency hold 0.5 % of the heat capacity (the output labels this share "stored heat") and carry 36 % of the current. Modes with a very small part of the heat capacity thus carry a large part of the current.

A direct sum over a three-dimensional grid of wavevectors, using \(v_x^2\) rather than \(v^2/3\), tests these statements. It gives 149.0 W/(m K) and a share of 35.3 % beyond 1 µm. The first lies within one per cent of 150 W/(m K) and the second within one percentage point of 35.8 %, the margins allowed for a finite grid.

**Q:** You chose the numbers. With another \(\kappa\) or another sound speed the micrometre share might disappear.

**A:** Let us remove the numbers. At high temperature \(c=k_B\) for every mode, and \(C=6n_ck_B\). The three branches cancel the factor \(\tfrac13\), so with \(q=2Qx/\pi\)

\[
\kappa=\frac{k_B}{2\pi^2}\int_0^Q q^2v^2\tau\,dq
=\frac{k_B}{2\pi^2}\Big(\frac{2Q}{\pi}\Big)^3v_s^2\tau_m\,I,
\qquad I=\int_0^{\pi/2}x^2\cot^2x\,dx .
\]

Inserting \(Q^3=6\pi^2n_c\) gives \(\kappa=(24/\pi^3)\,n_ck_Bv_s^2\tau_mI\), and therefore

\[
\Lambda_g=\frac{3\kappa}{6n_ck_Bv_s}=\frac{12}{\pi^3}\,I\,\Lambda_0 .
\]

For \(I\), write \(\cot^2x=1/\sin^2x-1\) and integrate by parts, using \(d(-\cot x)/dx=1/\sin^2x\):

\[
I=\big[-x^2\cot x\big]_0^{\pi/2}+2\int_0^{\pi/2}x\cot x\,dx-\frac{\pi^3}{24}.
\]

The boundary term vanishes at both ends. A second integration by parts gives

\[
\int_0^{\pi/2}x\cot x\,dx=\big[x\ln\sin x\big]_0^{\pi/2}-J=-J,
\qquad J=\int_0^{\pi/2}\ln\sin x\,dx .
\]

Replacing \(x\) by \(\pi/2-x\) shows that \(J\) is also the integral of \(\ln\cos x\). Adding the two forms and using \(\sin x\cos x=\tfrac12\sin2x\),

\[
2J=\int_0^{\pi/2}\ln\sin2x\,dx-\frac\pi2\ln2=J-\frac\pi2\ln2 .
\]

The last integral equals \(J\) because \(u=2x\) turns it into half the integral of \(\ln\sin u\) from 0 to \(\pi\), whose two halves are equal. Hence \(J=-\tfrac\pi2\ln2\), \(I=\pi\ln2-\pi^3/24\), and

\[
\frac{\Lambda_g}{\Lambda_0}=\frac{12\ln2}{\pi^2}-\frac12=0.343 .
\]

The share beyond \(L\) is the integral \(I\) cut off at \(x_L\), divided by \(I\), with \(\cos x_L/\sin^2x_L=L/\Lambda_0\). It depends on \(L/\Lambda_g\) alone: \(\kappa\), \(v_s\), \(n_c\) and \(B\) have dropped out. Your ratio, 1 µm to 40 nm, is 25, and there the share is 37.2 %. Within this model, in the classical limit, a grey length of 40 nm implies that more than a third of the heat travels beyond a micrometre.

**Q:** Then the grey length is useful after all. I only need to convert it.

**A:** The conversion rests on the dispersion curve and on \(1/\tau\propto\omega^2\). Take first straight acoustic branches, \(\omega=v_sq\) up to \(Q\), with the same scattering law and again in the classical limit. If \(\Lambda_Q\) is the free path at \(q=Q\), then \(\Lambda_g=\tfrac32\Lambda_Q\) and \(S(L)=\sqrt{\Lambda_Q/L}\) for \(L\ge\Lambda_Q\). At \(L=25\Lambda_g\) the share is 16 % instead of 37 %. Now return to the curved branches and vary the scattering. Keep \(\kappa\), \(C\) and \(v_s\) as they are at 300 K, so that \(\Lambda_g\) stays at 42 nm, and change the law, readjusting its prefactor to recover \(\kappa\). The share beyond 1 µm is 35.8 % for \(\tau\propto\omega^{-2}\), 6.1 % for \(\tau\propto\omega^{-1}\), and zero for a constant \(\tau\). In the last case no path can exceed \(v_s\tau\), which is then below a micrometre. Three different accumulation functions share one grey length, so the grey length cannot determine the accumulation.

There is also a limit on the other side. For \(\tau\propto\omega^{-3}\) the low-frequency integrand is \(\omega^2\omega^{-3}=1/\omega\), and the conductivity of an infinite crystal diverges. If the bulk conductivity is to be finite, such a law cannot hold down to zero frequency.

**Q:** What may I then claim about silicon itself?

**A:** That 40 nm is not evidence for short heat-carrying paths, and that a share of several tens of per cent beyond a micrometre is compatible with it. The actual share requires silicon's own dispersion and scattering rates. My model leaves out the difference between longitudinal and transverse branches, the anisotropy, heat carried by optical modes and scattering by point defects. It also treats every collision as one that drives the heat current towards zero. Collisions that conserve total phonon momentum can change the current, but a current that comes with a nonzero total momentum need not die out through them alone.

**Q:** Back to my film. Does any of this change a measured quantity?

**A:** Yes. Let heat flow along \(x\) in a film between \(z=0\) and \(z=d\), with rough walls that send phonons back in local equilibrium. I keep the bulk modes and their \(\tau\). Write \(\delta n\) as the bulk solution times a factor \(g(z)\). The Boltzmann equation gains the term \(v_z\,\partial\delta n/\partial z\):

\[
v_z\frac{\partial\,\delta n}{\partial z}+v_x\frac{\partial n}{\partial T}\frac{dT}{dx}=-\frac{\delta n}{\tau}.
\]

Inserting \(\delta n=-\tau v_x(\partial n/\partial T)(dT/dx)\,g\) and dividing by \(v_x(\partial n/\partial T)(dT/dx)\) gives \(-\tau v_zg'+1=g\). With \(v_z=\mu v\),

\[
\mu\Lambda\frac{dg}{dz}=1-g .
\]

For \(\mu>0\) the phonons leave the wall at \(z=0\) with \(g=0\), so \(g=1-e^{-z/(\mu\Lambda)}\). With \(\delta=d/\Lambda\), the average over the thickness is \(1-(\mu/\delta)(1-e^{-\delta/\mu})\). Phonons moving the other way give the same by symmetry. The current weights directions by \(v_x^2/v^2\), whose average around the \(z\) axis is \((1-\mu^2)/2\). Dividing by the bulk average \(\tfrac13\),

\[
F(\delta)=\frac32\int_0^1(1-\mu^2)\left[1-\frac\mu\delta\big(1-e^{-\delta/\mu}\big)\right]d\mu .
\]

For \(\delta\gg1\) the exponential drops out, and \(\int_0^1(\mu-\mu^3)\,d\mu=\tfrac14\) gives \(F\simeq1-3/(8\delta)\). For \(\delta\to0\) the bracket vanishes at every fixed \(\mu>0\), and so does \(F\): phonons with paths very much longer than the thickness keep only a small fraction of their bulk contribution.

**Q:** With my 42 nm, \(\delta=1000/42.4=23.6\), so \(F\simeq1-0.375/23.6=0.984\). I lose 1.6 %.

**A:** That is the grey prediction, 147.6 W/(m K). Applying \(F\) to each mode with its own free path, and weighting by its share of the current, gives 0.696, or 104 W/(m K). The loss is 30 % for the model crystal, with heat flowing along the film and fully diffuse walls. Most of it falls on the modes with free paths beyond 1 µm, whose wavelengths are about 3 nm and longer. A wall that is smooth on that scale reflects them partly like a mirror, which preserves their current along the film, and the loss is then smaller. Heat flowing across the film is a different problem with a different reduction.

**Q:** Why not 36 %, the share beyond 1 µm?

**A:** Because the film does not cut sharply at \(\Lambda=d\). Phonons with longer paths still carry some heat, above all those moving nearly parallel to the walls, and phonons with shorter paths lose some near the walls. The two effects do not have to cancel.

**Q:** Is there a case in which my original reading would have been safe?

**A:** It is safe when the carriers really are alike: the modes that hold the heat capacity all move at about the speed you insert and have about the same free path. Then both dilution factors are close to one and \(S(L)\) drops steeply at \(\Lambda_g\). The formula also remains a correct relation between \(\kappa\), \(C\), \(v_s\) and a length defined by it. For your film, the length to compare with the thickness has to come from the distribution of free paths. The numerical output below lists the values for the model crystal.

## Computed values

```
Temperature: 300 K
Conductivity (input): 150 W/(m K)
Sound speed (input): 6500 m/s
Primitive-cell density (input): 2.50e+28 m^-3
Optical frequency (input): 14.0 THz
Wavevector radius Q: 11.397 nm^-1
Top acoustic frequency: 7.506 THz
Acoustic heat capacity: 0.9414 MJ/(m^3 K)
Total heat capacity: 1.6343 MJ/(m^3 K)
Scattering coefficient B: 2.8973e-17 s
Relaxation time at zone edge: 15.517 ps
Length v_s*tau_edge: 100.86 nm
Grey free path: 42.36 nm
Acoustic part of heat capacity: 0.5760
Mean acoustic group speed: 2395 m/s
Mean group speed / sound speed: 0.3685
Mean free path weighted by c*v: 199.6 nm
Median free path of heat current: 476.4 nm
Share beyond the grey path: 96.8 %
Share beyond 0.1 um: 85.6 %
Share beyond 0.3 um: 60.5 %
Share beyond 1 um: 35.8 %
Share beyond 3 um: 21.2 %
Share beyond 10 um: 11.7 %
Share beyond 100 um: 3.7 %
Tail formula at 1 um: 37.1 %
Tail formula at 100 um: 3.71 %
Frequency with 1 um free path: 2.325 THz
Stored heat in modes beyond 1 um: 0.507 %
Wavevector sum, conductivity: 149.00 W/(m K)
Wavevector sum, share beyond 1 um: 35.3 %
Wavevector sum, c*v mean path: 198.3 nm
Classical grey path/(v_s*tau_edge): 0.34277
Closed form of that ratio: 0.34277
Classical share beyond 25 grey paths: 37.2 %
Share beyond 1 um, tau ~ w^-0: 0.00 %
Share beyond 1 um, tau ~ w^-1: 6.15 %
Share beyond 1 um, tau ~ w^-2: 35.82 %
1 um film / bulk, grey path: 0.9841
1 um film / bulk, full spectrum: 0.6961
1 um film, grey: 147.6 W/(m K)
1 um film, spectrum: 104.4 W/(m K)
```
